# When Exponential Leakage Leaves a Heated Device Without a Steady State, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Steady states and the threshold

### Result

Consider a device that dissipates leakage power only. Let \(P_0\) be that power at ambient temperature, \(\beta\) its exponential temperature coefficient, and \(R\) the thermal resistance from device to ambient. If the leakage law is a pure exponential and \(R\) is constant, the device has no steady temperature when

\[
\lambda\equiv\beta R P_0>\frac1e\approx0.3679 .
\]

The temperature then rises without limit within the model, whatever its starting value. For \(\lambda<1/e\) there are two steady states, the cooler stable and the hotter unstable. For \(\lambda=1/e\) there is one, at a rise of \(1/\beta\) above ambient, and it is stable against cooling but not against heating.

The power \(P_0\) equals the initial leakage only for a device that starts at ambient temperature. If it starts hotter, its leakage at that moment exceeds \(P_0\) and must be referred back to ambient before it is used in \(\lambda\).

### Heat balance

The device has a uniform temperature \(T\) and a heat capacity \(C\). The ambient temperature \(T_a\) and the supply voltage are fixed. Let \(\theta=T-T_a\) be the temperature rise. The leakage power is

\[
P(\theta)=P_0e^{\beta\theta},\qquad \beta>0,
\]

and the heat flow to ambient is \(\theta/R\). Stored heat grows at the rate of power in minus power out:

\[
C\frac{d\theta}{dt}=P_0e^{\beta\theta}-\frac{\theta}{R}.
\]

Define \(x=\beta\theta\), \(\tau=RC\) and \(s=t/\tau\). Multiplying the balance by \(\beta R\) gives

\[
\beta RC\frac{d\theta}{dt}=\beta RP_0e^{\beta\theta}-\beta\theta .
\]

The left side is \(\tau\,dx/dt=dx/ds\), so

\[
\frac{dx}{ds}=F(x),\qquad F(x)=\lambda e^x-x .
\]

The steady states depend on one number, \(\lambda\). The heat capacity sets the pace of the change and has no influence on whether a steady state exists.

### Proof of the threshold

The derivatives of \(F\) are

\[
F'(x)=\lambda e^x-1,\qquad F''(x)=\lambda e^x>0 .
\]

The function is strictly convex, so its one stationary point is its minimum. Setting \(F'=0\) gives \(e^x=1/\lambda\), or \(x=-\ln\lambda\). There

\[
F_{\min}=\lambda\cdot\frac1\lambda-(-\ln\lambda)=1+\ln\lambda .
\]

This is positive when \(\ln\lambda>-1\), that is, when \(\lambda>1/e\). In that case \(F\) has no zero. Moreover, \(dx/ds\) never falls below the positive number \(1+\ln\lambda\), so the temperature cannot level off.

When \(\lambda<1/e\), the minimum is negative. Since \(F\to+\infty\) both for \(x\to-\infty\) and for \(x\to+\infty\), there is a zero on each side of the minimum. Strict convexity excludes a third. When \(\lambda=1/e\), the minimum is zero and lies at \(x=1\).

The same condition can be read from the steady balance \(\lambda e^x=x\), or

\[
xe^{-x}=\lambda .
\]

The left side has derivative \((1-x)e^{-x}\), so it rises up to \(x=1\), where it equals \(1/e\), and falls afterwards. No temperature rise can balance a larger \(\lambda\).

A direct count of sign changes in the dimensional heat balance agrees. It found two steady states for \(\lambda=0.01,\ 0.1,\ 0.25,\ 0.36\) and \(0.366\), and none for \(\lambda=0.37,\ 0.38,\ 0.5,\ 1\) and \(2\).

### Temperatures of the steady states

Multiply \(xe^{-x}=\lambda\) by \(-1\):

\[
(-x)e^{-x}=-\lambda .
\]

The Lambert function \(W\) is defined by \(We^W=z\). With \(z=-\lambda\) this gives \(-x=W(-\lambda)\). For \(0<\lambda<1/e\) there are two real branches, \(W_0>-1\) and \(W_{-1}<-1\), so

\[
\theta_{\rm low}=-\frac{W_0(-\lambda)}{\beta},\qquad
\theta_{\rm high}=-\frac{W_{-1}(-\lambda)}{\beta}.
\]

The first lies below \(1/\beta\), the second above it. At the threshold they merge at \(\theta=1/\beta\), where the leakage is \(P_0e^{1}=eP_0\). A device at the threshold therefore dissipates about 2.718 times its ambient leakage.

### Stability and loop gain

Let \(x_*\) be a steady state and \(x=x_*+u\) with small \(u\). To first order,

\[
\frac{du}{ds}=F'(x_*)u=(\lambda e^{x_*}-1)u=(x_*-1)u ,
\]

where the last step uses \(\lambda e^{x_*}=x_*\). The cooler state has \(x_*<1\), so a disturbance decays, with time constant

\[
t_{\rm relax}=\frac{\tau}{1-x_*}.
\]

The hotter state has \(x_*>1\), so a disturbance grows.

The quantity \(x_*\) has a direct thermal meaning. Raise the device temperature by \(\delta T\). The leakage grows by \((dP/dT)\,\delta T\), and in steady conditions this extra power would produce a further rise \(R(dP/dT)\,\delta T\). The factor \(R\,dP/dT\) is the loop gain. At a steady state \(RP=\theta\), hence

\[
R\frac{dP}{dT}=R\beta P=\beta\theta=x_* .
\]

A gain below one makes the successive increments a convergent series. A gain above one makes the state unstable.

The hotter state also separates two outcomes. Between the steady states \(F<0\), so the device cools to the lower one. Above the hotter state \(F>0\), so it runs away. Thus \(\lambda<1/e\) guarantees recovery only for starts below \(\theta_{\rm high}\).

### Constant power and a warmer ambient

Suppose that the device also dissipates a temperature-independent power \(P_d\):

\[
C\frac{d\theta}{dt}=P_d+P_0e^{\beta\theta}-\frac{\theta}{R}.
\]

Put \(\theta=RP_d+\phi\). Then \(\theta/R=P_d+\phi/R\), the constant power cancels, and

\[
C\frac{d\phi}{dt}=\left(P_0e^{\beta RP_d}\right)e^{\beta\phi}-\frac{\phi}{R}.
\]

This is the original problem with a larger ambient leakage. No steady state exists when

\[
\beta RP_0e^{\beta RP_d}>\frac1e .
\]

Taking the logarithm at equality gives \(\ln\lambda+\beta RP_d=-1\), so the largest admissible constant power is

\[
P_{d,\max}=-\frac{1+\ln\lambda}{\beta R}.
\]

The total initial power \(P_0+P_d\) is not the quantity that enters. Leakage feeds back on itself, while constant power acts by warming the device.

An increase \(\Delta T_a\) in ambient temperature, with \(\beta\) and \(R\) held fixed, has the same form: it multiplies \(P_0\) by \(e^{\beta\Delta T_a}\). The admissible increase is \(-(1+\ln\lambda)/\beta=RP_{d,\max}\).

### Example with a good cooler

The example represents a leaky processor in static burn-in, where the chip is held hot and powered without normal switching activity. The parameters are round and only roughly typical: \(T_a=360\) K, \(P_0=20\) W and \(\beta=0.020\) K\(^{-1}\). Leakage doubles every \(\ln2/\beta=34.7\) K. The threshold resistance is

\[
R_{\max}=\frac{1}{e\beta P_0}=\frac{1}{e(0.020)(20)}=0.92\ \text{K/W}.
\]

A cooler with \(R=0.8\) K/W gives \(\lambda=0.020\times0.8\times20=0.320\), below \(1/e\). Its steady states are as follows.

- Stable: a rise of 28.02 K, \(T=388.02\) K, leakage 35.03 W, loop gain 0.56.
- Unstable: a rise of 81.24 K, \(T=441.24\) K, leakage 101.55 W, loop gain 1.62.

The stable values can be checked by hand, since \(0.8\times35.03=28.02\) K. With \(C=200\) J/K, \(\tau=160\) s and the relaxation time is \(160/(1-0.5605)=364\) s. Without leakage feedback it would be \(\tau\), so the feedback more than doubles the time constant for small disturbances. A device released 1 K below the unstable state returned to the stable one, and a device released 1 K above it ran away.

The margin for constant power is small:

\[
P_{d,\max}=-\frac{1+\ln0.320}{0.020\times0.8}=8.71\ \text{W}.
\]

With 10 W of constant power, the effective \(\lambda\) becomes \(0.320e^{0.16}=0.3755\), and the exponential model has no steady state. The equivalent margin in ambient temperature is \(0.8\times8.71=7.0\) K.

### When leakage follows an Arrhenius law

A pure exponential keeps its fractional growth rate at every temperature. Thermally activated leakage does not. As a second model, take

\[
P=P_0\exp\left[\frac{E}{k_B}\left(\frac1{T_a}-\frac1T\right)\right],
\]

with activation energy \(E\) and Boltzmann constant \(k_B\). Its fractional slope is \(E/(k_BT^2)\). Matching this to \(\beta\) at ambient requires \(E=\beta k_BT_a^2\), or 0.2234 eV here. Since

\[
\frac1{T_a}-\frac1T=\frac{\theta}{T_a(T_a+\theta)},
\]

the exponent becomes

\[
\frac{\beta T_a\theta}{T_a+\theta}=\frac{x}{1+\delta x},\qquad
\delta=\frac1{\beta T_a}.
\]

The steady balance is now

\[
\lambda=g(x)=x\exp\left(-\frac{x}{1+\delta x}\right).
\]

The derivative of \(x/(1+\delta x)\) is \(1/(1+\delta x)^2\), so

\[
\frac{g'(x)}{g(x)}=\frac1x-\frac1{(1+\delta x)^2}.
\]

Turning points satisfy \((1+\delta x)^2=x\), or \(\delta^2x^2-(1-2\delta)x+1=0\). The discriminant is \((1-2\delta)^2-4\delta^2=1-4\delta\). For \(\delta<1/4\), the lower turning point is

\[
x_c=\frac{1-2\delta-\sqrt{1-4\delta}}{2\delta^2},\qquad
\lambda_c=x_c\exp\left(-\frac{x_c}{1+\delta x_c}\right).
\]

Here \(\delta=0.1389\), \(x_c=1.44\) and \(\lambda_c=0.4337\). The threshold is 18% above \(1/e\), because under this law the fractional slope of the leakage falls as the device warms. The figure belongs to a single activation energy without a prefactor. A prefactor \(T^2\), with the total slope again matched to \(\beta\) at ambient, gives \(\lambda_c=0.421\), or 14% above \(1/e\).

There is also a change of principle. As \(x\to\infty\), the exponential factor in \(g\) tends to the constant \(e^{-1/\delta}\), so \(g\) eventually grows without limit. Some steady state therefore exists for every \(\lambda\). For \(\lambda=0.6\) it lies near 38,000 K, where neither the device nor the model survives. The useful statement under this law is that no steady state exists in the working range.

The margin for constant power is far more sensitive than the threshold. For the good cooler it changes from 8.71 W to 29.65 W. With constant power, the Arrhenius balance reads

\[
\beta RP_d=x-\lambda\exp\left(\frac{x}{1+\delta x}\right).
\]

Its right side peaks where \(\lambda\exp[x/(1+\delta x)]=(1+\delta x)^2\), which for this cooler is at \(x\approx2.17\). The corresponding temperature is \(360+2.17/0.020\approx468\) K. The full 29.65 W is reached only near 468 K. At 450 K the same balance admits \(90/0.8-20e^{1.44}=28.1\) W, and at 420 K about 19 W. The larger margin thus relies on hot operation and should not be used as a design allowance without a temperature limit.

## Part 2. Runaway in time and limits of the model

The symbols carry over as follows: \(\theta\) is the rise above ambient temperature \(T_a\), \(x=\beta\theta\), \(\tau=RC\), \(s=t/\tau\) and \(\lambda=\beta RP_0\). The single-temperature model is

\[
\frac{dx}{ds}=\lambda e^x-x .
\]

It has no steady state for \(\lambda>1/e\). With Arrhenius leakage matched at ambient, the threshold in the example becomes \(\lambda_c=0.4337\).

### Time to runaway

Let the device start at ambient, \(x=0\), with \(\lambda>1/e\). The right side is positive throughout, so the variables can be separated. The time to reach a rise \(\theta_1\) is

\[
t(\theta_1)=\tau\int_0^{\beta\theta_1}\frac{dx}{\lambda e^x-x}.
\]

Extending the upper limit to infinity gives the formal runaway time

\[
t_b=\tau\int_0^\infty\frac{dx}{\lambda e^x-x}.
\]

Two elementary inequalities bound it. For \(x>0\), \(\lambda e^x-x<\lambda e^x\), so

\[
t_b>\tau\int_0^\infty\frac{e^{-x}}{\lambda}\,dx=\frac{\tau}{\lambda}
=\frac{RC}{\beta RP_0}=\frac{C}{\beta P_0}.
\]

Also, \(xe^{-x}\le1/e\) implies \(x\le e^x/e\). Hence \(\lambda e^x-x\ge(\lambda-1/e)e^x\), and

\[
t_b\le\frac{\tau}{\lambda-1/e}.
\]

The second bound proves that \(t_b\) is finite. For large \(\lambda\) the two bounds approach each other in ratio, and \(t_b\to C/(\beta P_0)\). In this limit cooling has no time to act, and \(R\) drops out.

An infinite temperature is a property of the equation, not of a device. The useful quantity is the time to a stated temperature limit. Subtracting it from \(t_b\) gives the time that remains in the model after that limit has been passed.

### Slowing down before acceleration

The heating rate is

\[
\frac{d\theta}{dt}=\frac{\lambda e^x-x}{\beta\tau}.
\]

By the minimum found in Part 1, its smallest value is \((1+\ln\lambda)/(\beta\tau)\), at \(\theta=-\ln\lambda/\beta\). For \(1/e<\lambda<1\), this point lies above ambient. A device started at ambient then warms at a falling rate before the rate increases.

Differentiating the equation of motion gives

\[
\frac{d^2x}{ds^2}=(\lambda e^x-1)\frac{dx}{ds}.
\]

Since \(\lambda e^x=R\,dP/dT\), the rate turns upward when the loop gain passes one. In this one-temperature model with fixed conditions, a device that is warming at an increasing rate is already in runaway: \(dx/ds\) is positive, the loop gain exceeds one, and both continue to grow. A falling rate alone does not show that a steady state lies ahead.

### Example with a poor cooler

Keep \(T_a=360\) K, \(P_0=20\) W, \(\beta=0.020\) K\(^{-1}\) and \(C=200\) J/K, and change the cooler to \(R=1.5\) K/W. Then

\[
\lambda=0.020\times1.5\times20=0.600,\qquad
\tau=1.5\times200=300\ \text{s}.
\]

This \(\lambda\) exceeds both \(1/e\) and the Arrhenius threshold 0.4337. The initial heating rate is \(P_0/C=20/200=0.100\) K/s. The slowest rate is

\[
\frac{1+\ln0.600}{0.020\times300}=0.0815\ \text{K/s},
\]

reached at a rise of \(-\ln0.600/0.020=25.5\) K. The reduction is only 18.5% of the initial rate.

The device reaches 450 K after 808.5 s and diverges formally after 933.8 s, or \(3.11\tau\). The last 125 s therefore separate the limit from formal divergence. The lower bound is \(C/(\beta P_0)=200/(0.020\times20)=500\) s. The upper bound is \(300/(0.600-0.3679)\approx1290\) s.

The single-temperature model has given the threshold \(\lambda=1/e\), the stability of the steady states and bounds on the runaway time, with a good and a poor cooler as examples. What remains is the slow plateau close to threshold, the effect of separate die and heat-sink temperatures, other corrections to the threshold, and the use of the criterion in practice.

All numerical values are calculated from the stated model.
